# Madelung constant of an ion in the unrelaxed NaCl(001) surface

## Problem

A rock-salt crystal of point charges $+e$ and $-e$ fills the half-space below a (001) plane. The crystal is unrelaxed: every ion, including those in the outermost plane, sits at its bulk position, with nearest-neighbour distance $d$. The electrostatic energy of one ion in the potential of all the others is written

$$
U=-M\,\frac{e^2}{4\pi\varepsilon_0 d},
$$

which defines the Madelung constant $M$ of that site. The potential is zero far out in the vacuum. Because the sums converge only conditionally, their order is part of the definition: each (001) layer is summed over its whole plane first, and the layers are added afterwards.

For an ion deep in the crystal, $M_{\rm bulk}=1.747565$. What is $M_{\rm surf}$ for an ion in the outermost plane? How does it depend on the constant $M_{\rm layer}$ of one isolated alternating square layer, and when does the relation fail?

From here on, lengths are in units of $d$, charges in units of $e$ and potentials in units of $e/(4\pi\varepsilon_0 d)$, so a unit charge has the potential $1/r$. With the ion of interest at the origin and taken as positive, the ion at $(i,j,k)$ has charge $(-1)^{i+j+k}$. For a negative ion all charges change sign, the product of ion charge and potential does not, and $M$ is the same.

## First estimate: scaling with the number of neighbours

A bulk ion has six nearest neighbours and a surface ion has five. If the binding were shared equally among nearest-neighbour bonds, then

$$
M_{\rm surf}\approx\tfrac56 M_{\rm bulk}=1.456 .
$$

This assigns $M_{\rm bulk}/6=0.291$ to each bond. The Coulomb interaction has a long range, however, and removing the neighbour above the ion also removes the rest of that neighbour's layer and every layer beyond it. The exact solution has to show what these charges do.

## Exact solution

### Splitting the crystal into layers

Let $c_n$ be the contribution to $M$ of the whole layer at height $n$. Reflection in the plane of the ion takes $(i,j,k)$ to $(i,j,-k)$. This leaves the charge $(-1)^{i+j+k}$ and the distance from the origin unchanged, so $c_{-n}=c_n$. With

$$
W=\sum_{n=1}^{\infty}c_n ,
$$

a bulk ion has its own layer and two half-crystals, while a surface ion has its own layer and one:

$$
M_{\rm bulk}=M_{\rm layer}+2W,\qquad M_{\rm surf}=M_{\rm layer}+W .
$$

The first equation gives $W=(M_{\rm bulk}-M_{\rm layer})/2$. Inserting this in the second,

$$
M_{\rm surf}=M_{\rm layer}+\frac{M_{\rm bulk}-M_{\rm layer}}2=\frac{M_{\rm bulk}+M_{\rm layer}}2 .
$$

The average is therefore an identity, provided that the sum $W$ converges. It also has a geometrical reading. Cut the bulk crystal along the ion's plane, leaving half of every charge in that plane on each side. By symmetry, one side contributes $M_{\rm bulk}/2$. The real surface plane carries full charges, and the missing halves contribute $M_{\rm layer}/2$.

### The isolated layer

The layer is built from parallel alternating chains. In the ion's own chain there are two ions at each distance $n$, with charge $(-1)^n$. Since $M$ is minus the potential at a positive ion,

$$
M_{\rm chain}=-2\sum_{n=1}^{\infty}\frac{(-1)^n}{n}=2\ln2=1.386294 .
$$

For the other chains, consider a chain along $x$ with charge $(-1)^j$ at $x=j$. Its line density has period 2 and Fourier coefficients

$$
\frac12\left[1-e^{-i\pi p}\right]=\frac{1-(-1)^p}{2},
$$

which equal 1 for odd $p$ and 0 for even $p$. Pairing $p$ with $-p$,

$$
\lambda(x)=2\sum_{p=1,3,5,\ldots}\cos(\pi p x).
$$

At $x=0$ and distance $\rho$ from the chain, a density $\cos(kx)$ produces the potential

$$
\int_{-\infty}^{\infty}\frac{\cos(kx)}{\sqrt{x^2+\rho^2}}\,dx=2K_0(k\rho),
$$

where $K_0$ is the modified Bessel function, defined by this integral. The potential opposite a positive ion of the chain is thus

$$
\psi(\rho)=4\sum_{p=1,3,5,\ldots}K_0(\pi p\rho).
$$

The chain at distance $n$ has an ion of charge $(-1)^n$ opposite the origin, so its potential there is $(-1)^n\psi(n)$ and its contribution to $M$ is $(-1)^{n+1}\psi(n)$. There is one such chain on each side:

$$
M_{\rm layer}=2\ln2+2\sum_{n=1}^{\infty}(-1)^{n+1}\psi(n).
$$

With $\psi(1)=0.118165$ and $\psi(2)=0.003666$, the terms up to $n=2$ give

$$
1.386294+2(0.118165-0.003666)=1.615292 .
$$

The more distant chains add 0.000251, and

$$
M_{\rm layer}=1.615543 .
$$

### The potential outside a layer

A layer has charge $(-1)^{i+j}$ at $(i,j)$. Its surface density is the product of two chain densities, one in $x$ and one in $y$:

$$
\sigma(x,y)=\sum_{p,q\ {\rm odd}}e^{i\pi(px+qy)},
$$

where $p$ and $q$ take both signs. Consider one term, with wavevector of length $G=\pi s$ and $s=\sqrt{p^2+q^2}$. Off the plane, Laplace's equation requires its potential to vary as $f e^{-G|z|}$ times the same plane wave. By Gauss's law the normal field jumps by $4\pi$ times the surface density. The field is $Gf$ just above the plane and $-Gf$ just below it, so

$$
2Gf=4\pi,\qquad f=\frac{2\pi}{G}=\frac2s .
$$

The four sign choices of $(p,q)$ contribute equally above an ion. At height $z$ above a positive ion,

$$
\varphi(z)=8\sum_{p,q=1,3,5,\ldots}\frac{e^{-\pi s z}}{s}.
$$

There is no term with zero wavevector because the layer is neutral. Its potential therefore decays exponentially, and the sum over layers converges absolutely once each plane has been summed.

In the crystal, the layer at distance $n$ has an ion of charge $(-1)^n$ directly opposite the origin. Hence $c_n=(-1)^{n+1}\varphi(n)$, with the values

- $c_1=+0.0667845$,
- $c_2=-0.0007826$,
- $c_3=+0.0000092$.

The sum over layers can be done in closed form. With $u=e^{-\pi s}$,

$$
\sum_{n=1}^{\infty}(-1)^{n+1}u^n=\frac{u}{1+u}=\frac1{e^{\pi s}+1},
$$

and therefore

$$
W=8\sum_{p,q=1,3,5,\ldots}\frac1{s\,(e^{\pi s}+1)}=0.066011 .
$$

### Result

The layer sum reproduces the bulk constant:

$$
M_{\rm layer}+2W=1.615543+0.132022=1.747565 .
$$

An independent three-dimensional Ewald sum gives the same value. The two can be compared because both set the cell-averaged potential to zero: in the layer sum, the average of $\varphi$ over any plane vanishes. For the surface ion,

$$
M_{\rm surf}=\frac{1.747565+1.615543}{2}=1.681554\approx1.6816 .
$$

A direct sum of $1/r$ terms tests this without using the layer potential. The sum extends $40d$ from the ion sideways and downwards. Charges on the artificial outer faces are halved, with the factors multiplied at edges and corners, while the true surface plane keeps full weight apart from its outer rim. The result is 1.681553.

## Comparison of the two

The neighbour-counting estimate of 1.456 is 13% below the exact value. It predicts a loss of 16.7% of the bulk constant at the surface, whereas the actual loss is $W/M_{\rm bulk}=3.78\%$.

The reason can be read from $c_1$. The missing neighbour alone, at unit distance, would contribute 1 to $M$. Its complete layer contributes only 0.0668, so the other ions of that layer cancel about 93% of the neighbour's attraction. What counts is the loss of neutral layers, not the loss of a bond. The ion's own layer already supplies $1.6155/1.7476=92\%$ of the bulk constant.

### An ion in the second layer

An ion one layer down keeps the layer directly above it and lacks those at $n\ge2$:

$$
M_{\rm second}=M_{\rm bulk}-\sum_{n=2}^{\infty}c_n .
$$

The leading missing term, $c_2$, is negative, because that layer has an ion of like charge opposite the origin. Removing it strengthens the binding:

$$
M_{\rm second}=1.747565+0.000773=1.748338 .
$$

The constant is thus slightly above the bulk value. In this frozen point-charge model the surface reduces $M$ appreciably in the outermost layer alone.

### When the average fails

The derivation needs neutral layers and equal contributions from above and below in the bulk. On a polar face such as (111), each layer consists of one species. A layer with net surface density $\sigma_0$ has a potential containing $-2\pi\sigma_0|z|$, which does not decay, and the argument for convergence is lost.

The average also fails if the outermost gap changes. Let the top layer move rigidly inwards by a fraction $t$ of the spacing. Its own constant is unchanged, but all layers beneath it are closer by $t$:

$$
M_{\rm surf}(t)=M_{\rm layer}+\sum_{n=1}^{\infty}(-1)^{n+1}\varphi(n-t).
$$

For $t=0.02$ this gives 1.687720, while the average of the unchanged bulk and layer constants remains 1.681554. Since $\varphi'(z)=-8\pi\sum e^{-\pi sz}$, the initial slope is

$$
f_0=\left.\frac{dM_{\rm surf}}{dt}\right|_{t=0}
=8\pi\sum_{p,q=1,3,5,\ldots}\frac1{e^{\pi s}+1}=0.29466 .
$$

The linear change, $0.02\times0.29466=0.00589$, accounts for most of the full change of 0.00617; the rest comes from the curvature of the exponentials. By symmetry, an ion's own layer exerts no force on it normal to the plane, so the force comes only from the layers beneath. Because $U=-M$ in these units, $f_0$ is therefore also the inward electrostatic force on a surface ion, in units of $e^2/(4\pi\varepsilon_0d^2)$. In a real crystal, short-range repulsion opposes it.

## Numbers for sodium chloride

As a model input set $d=0.282$ nm, close to the distance of about 0.28 nm in NaCl at room temperature, and take full ionic charges. Then $e^2/(4\pi\varepsilon_0d)=5.106$ eV, and

$$
U_{\rm bulk}=-1.7476\times5.106\ {\rm eV}=-8.92\ {\rm eV},
$$

$$
U_{\rm surf}=-1.6816\times5.106\ {\rm eV}=-8.59\ {\rm eV}.
$$

The surface site is shallower by $0.0660\times5.106=0.34$ eV. These are electrostatic site energies in a frozen lattice, not energies for removing an ion, which also involve short-range repulsion and the response of the lattice. The field at a surface ion is

$$
F=0.29466\times\frac{5.106\ {\rm V}}{0.282\ {\rm nm}}=5.34\ {\rm V/nm}=53.4\ {\rm MV/cm}.
$$

It points into the crystal at a cation and outwards at an anion.

Real ions are polarizable. Give the anions a rough polarizability volume $\alpha=0.003$ nm$^3$ and neglect that of the cations (a cation value of $0.00015$ nm$^3$ would reduce the potential step found below by about 0.05 V). The surface anions form a square lattice of side $a=\sqrt2\,d=0.399$ nm. Parallel dipoles $p$ normal to this plane oppose one another with a field $Sp/(4\pi\varepsilon_0a^3)$, where $S=9.0336$ is the sum of $(a/r)^3$ over the lattice. Solving

$$
p=4\pi\varepsilon_0\alpha\left(F-\frac{Sp}{4\pi\varepsilon_0a^3}\right)
$$

for $p$ gives

$$
p=\frac{4\pi\varepsilon_0\alpha F}{1+\alpha S/a^3}=0.0078\ e\,{\rm nm},
$$

with a denominator of 1.427. The polarization energy, $-pF/2=-0.02$ eV per surface anion, is small. The dipole sheet has a larger effect: it lowers the interior potential relative to vacuum by $p/(\varepsilon_0a^2)=0.89$ V. In the plane of the sheet the shift is half as large, so the surface-to-bulk difference for a single species changes by about 0.44 eV, more than the 0.34 eV found above. Only the outermost anions are polarized in this estimate; the opposite dipoles they induce in the next layer would lower both the step and the shift by about 0.05 in the same units.

Real surfaces can also rumple. If the cations lie a rough $\delta=0.007$ nm deeper than the anions, the resulting sheet points inwards and raises the interior potential by $e\delta/(\varepsilon_0a^2)=0.80$ V. The two steps nearly cancel only because they were calculated separately. If the cations move inwards by $\delta$ while the anions stay in place, they add an outward field $5.84\,e\delta/(4\pi\varepsilon_0d^3)=2.6$ V/nm at the surface anions, where 5.84 is the sum of $(d/r)^3$ over the cations of the plane. This raises the induced dipole by about half and the polarization step to about 1.3 V. The opposite dipoles in the next layer, which the rumpling also strengthens, reduce the step to about 1.2 V. That leaves a net lowering of the interior potential by roughly 0.4 V. With inputs this rough, neither the size nor the sign of the net value is settled: in the same model it shrinks to a lowering of about 0.15 V for $\delta=0.011$ nm and turns into a rise of about 0.05 V for $\delta=0.014$ nm. A uniform potential step shifts cation and anion energies by equal and opposite amounts and drops out of their mean. The 0.34 eV is therefore better read as an approximate mean over the two species than as a prediction for either one; the local potential changes that come with rumpling do not drop out, and they lower the mean to about 0.31 eV for $\delta=0.007$ nm.

Other corrections can be sized in the same way. Reducing the ionic charges by 10% changes the bulk site potential by 0.89 V. The unrelaxed field does work of 0.037 eV on an ion moved through the rumpling distance. Warming by 100 K, with a rough linear expansion of $4\times10^{-5}$ K$^{-1}$, changes the bulk site energy by 0.036 eV. The constant 1.6816 is a geometrical property of the ideal point-charge surface; the energies derived from it for NaCl carry these uncertainties. The numerical output lists the main values used here.

## Numbers as computed

```
Chain constant 2 ln 2: 1.386294
Potential of chain at distance d: 0.118165 e/(4 pi eps0 d)
Potential of chain at distance 2d: 0.003666 e/(4 pi eps0 d)
Layer constant M_layer: 1.615543
Bulk constant M_bulk (Ewald): 1.747565
Contribution c_1 of layer 1: +0.0667845
Contribution c_2 of layer 2: -0.0007826
Contribution c_3 of layer 3: +0.0000092
Half-crystal sum W: 0.066011
M_layer + 2W: 1.747565
Surface constant, average: 1.681554
Surface constant, direct sum: 1.681553
Bulk constant, direct sum: 1.747565
Layer constant, direct sum: 1.615541
Cutoff of direct sums: 40 d
Loss at surface relative to bulk: 3.78 %
Wrong estimate 5/6 of bulk: 1.4563
Second-layer constant: 1.748338
Outer gap contraction tried: 2.0 %
Surface constant with contraction: 1.687720
Inward force f on surface ion: 0.29466 e^2/(4 pi eps0 d^2)
NaCl distance d (rough input): 0.282 nm
Energy unit e^2/(4 pi eps0 d): 5.1063 eV
Bulk site energy: -8.924 eV
Surface site energy: -8.586 eV
Surface minus bulk: 0.337 eV
Field at surface ion: 53.4 MV/cm
Charge reduction tried (rough): 10 %
Bulk site potential change from it: 0.89 V
Anion polarizability (rough input): 0.0030 nm^3
Square dipole lattice sum: 9.0336
Depolarization divisor: 1.427
Induced anion dipole: 0.00779 e nm
Polarization energy per surface anion: -0.021 eV
Interior potential step, polarization: -0.89 V
Rumpling (rough input): 0.007 nm
Interior potential step, rumpling: +0.80 V
Work of field over rumpling distance: 0.037 eV
Linear expansion (rough input): 4.0e-05 1/K
Warming tried: 100 K
Bulk site energy change on warming: 0.036 eV
```
